# Setting Projector, Window, Bands and Smearing for d-Band Moments

Project every band of a model crystal onto \(l=2\) inside a sphere, average the energy, and the "d-band centre" comes out near 160 eV. Stop the average at 20 eV and it is 6.6 eV; stop at 12 eV and it is 5.4 eV. The bands are the same in all three cases. A centre quoted without its projector and energy window therefore cannot be compared with another one. This guide derives how the centre, width, skewness and filling respond to each setting, and how the settings should be chosen.

## What is computed

Let \(e_{nk}\) be the band energies, \(g_k\) the k-point weights, with \(\sum_k g_k=1\), and \(w_{nk}\ge 0\) the d weight of a state normalised to one cell. The projected density of states per spin, summed over the five d components, is

\[
\rho(E)=\sum_{nk} g_k w_{nk}\,\delta_\sigma(E-e_{nk}),\qquad
\delta_\sigma(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\]

Here \(\sigma\) is a standard deviation. A program that broadens with \(e^{-x^2/s_0^2}\) has \(\sigma^2=s_0^2/2\).

In a window \([L,U]\) define

\[
N=\int_L^U\!\rho\,dE,\quad c=\frac1N\int_L^U\!E\rho\,dE,\quad
\mu_p=\frac1N\int_L^U\!(E-c)^p\rho\,dE .
\]

The centre is \(c\), the width is the rms width \(\sqrt{\mu_2}\), and the skewness is \(\mu_3/\mu_2^{3/2}\), positive for a tail towards high energy. The filling is \(f=n_d/N\), where \(n_d\) is the integral of \(\rho\) up to the Fermi level \(E_F\). The window must start below all the states of interest and end above \(E_F\). Dividing by \(N\) matters, because a sphere need not hold the whole of a d state.

## A crystal on which to try the settings

The test crystal is a mean-field model with round parameters: free electrons on a simple cubic lattice, \(a=3\) Å, with a d attraction at each site \(\mathbf R\),

\[
H=\frac{p^2}{2m}-A\sum_{\mathbf R m}|p_{\mathbf Rm}\rangle\langle p_{\mathbf Rm}|,\qquad
p_m(\mathbf r)=N_sP_m(\mathbf r)e^{-r^2/2s^2}.
\]

\(P_m=r^2Y_{2m}\) is a real quadratic polynomial, \(s=0.4\) Å and \(A=52\) eV. Normalisation requires \(N_s^2\int_0^\infty r^6e^{-r^2/s^2}dr=1\), so \(N_s^2=16/(15\sqrt\pi s^7)\). There are eight electrons per cell. The model has free-electron states of s and p character mixed with d bands; it omits self-consistency, spin polarisation and spin–orbit coupling.

Its plane-wave matrix needs one Fourier transform. Write \(P_m=\sum_{ij}P_{ij}r_ir_j\). Under the transform each \(r_i\) becomes \(i\,\partial/\partial q_i\), acting on the transform \((2\pi)^{3/2}s^3e^{-s^2q^2/2}\) of the Gaussian, and

\[
-\sum_{ij}P_{ij}\frac{\partial^2}{\partial q_i\partial q_j}e^{-s^2q^2/2}
=-\sum_{ij}P_{ij}(s^4q_iq_j-s^2\delta_{ij})e^{-s^2q^2/2}.
\]

The \(\delta_{ij}\) term vanishes because an \(l=2\) polynomial is traceless. With cell volume \(\Omega\) and \(\mathbf q=\mathbf k+\mathbf G\),

\[
b_m(\mathbf q)=\langle\mathbf q|p_m\rangle=-\frac{(2\pi)^{3/2}}{\sqrt\Omega}N_ss^7P_m(\mathbf q)e^{-s^2q^2/2}.
\]

Wave vectors of one \(\mathbf k\) differ by reciprocal lattice vectors, so all sites contribute with the same phase. With \(\beta=\hbar^2/2m=3.810\) eV Å\(^2\),

\[
H_{\mathbf q\mathbf q'}=\beta q^2\delta_{\mathbf q\mathbf q'}-A\sum_m b_m(\mathbf q)b_m(\mathbf q').
\]

Plane waves are kept up to \(\beta q^2=400\) eV. Only symmetry-distinct k-points are diagonalised. This is allowed because a cubic rotation mixes the five d functions among themselves and leaves their summed weight unchanged. The weight of a single component, such as \(xy\), would need symmetrisation.

The reference settings are a sphere of 1.25 Å, a window from −10 to 12 eV, \(\sigma=0.2\) eV and a \(10^3\) k-mesh. Energies are measured from the flat potential. They give

- \(N=3.18\) states per spin and \(E_F=6.17\) eV;
- \(c=5.40\) eV, or \(c-E_F=-0.77\) eV;
- rms width 2.56 eV, skewness 0.50 and filling 0.61.

An \(8^3\) mesh changes the centre by 0.02 eV, the width by 0.03 eV, the skewness by 0.02 and the filling by 0.003. The Fermi level is more sensitive: it moves by 0.07 eV, and \(c-E_F\) by 0.10 eV. A \(30^3\) mesh gives \(c=5.41\) eV, \(E_F=6.20\) eV and \(c-E_F=-0.79\) eV. Smaller differences should not be interpreted. The program published with this guide checks the relations below where they are called tested.

## Projector radius: the sphere

A sphere projector collects all \(l=2\) character within radius \(R\), whatever its radial shape:

\[
w(R)=\sum_m\int_0^R r^2|\psi_{2m}(r)|^2dr,\qquad
w'(R)=R^2\sum_m|\psi_{2m}(R)|^2 ,
\]

where \(\psi_{2m}(r)\) is the angular component of the state about the atom. For a fixed set of unsmeared states in the window, \(c=M/N\) with \(M=\sum g\,w\,e\) and \(N=\sum g\,w\). The quotient rule gives

\[
\frac{dc}{dR}=\frac{M'}{N}-\frac{MN'}{N^2}
=\frac{\sum g\,w'\,(e-c)}{\sum g\,w}.
\]

If every weight grew by the same factor, \(w'=\lambda w\), the numerator would be \(\lambda\sum g\,w\,(e-c)=0\). A larger sphere moves the centre only so far as the growth depends on energy.

In the example the weight below the centre grows by 1.37 per Å relative to itself, and the weight above by 1.07 per Å. These two averages suggest a falling centre but do not fix the sign, because the numerator weights each state's growth by its distance \(e-c\) from the centre; the sum itself must be evaluated. The formula gives −0.47 eV/Å, and a finite difference agrees in a test. A plausible reading is that the lower, bonding states place more charge between the atoms; the program establishes the unequal growth, not this cause.

| \(R\) (Å) | \(N\) | centre (eV) | width (eV) | skewness | filling |
|---|---|---|---|---|---|
| 1.00 | 2.03 | 5.49 | 2.59 | 0.48 | 0.60 |
| 1.25 | 3.18 | 5.40 | 2.56 | 0.50 | 0.61 |
| 1.50 | 3.96 | 5.26 | 2.53 | 0.53 | 0.63 |

The weight nearly doubles while the centre moves by 0.23 eV. An unnormalised d count is thus far more sensitive to the radius than the centre is. At 1.50 Å the spheres touch; larger ones would overlap and count some charge twice.

**Guidance.** Fix one radius per element for a whole series, keep the spheres from overlapping, and repeat one case with a changed radius. Equal radii do not guarantee cancellation: for a small change \(\delta R\), the difference between two systems shifts by \(\delta R\) times the difference of their slopes \(dc/dR\).

## Projector radius: a fixed orbital

A second kind of projector is a normalised orbital. Take \(\phi_{tm}\propto P_m(\mathbf r)e^{-r^2/2t^2}\) and \(w=\sum_m|\langle\phi_{tm}|\psi\rangle|^2\). The states of all bands and k-points form a complete set, so for each \(m\)

\[
\sum_{nk}g_k|\langle\phi_{tm}|\psi_{nk}\rangle|^2=1,\qquad
\sum_{nk}g_ke_{nk}|\langle\phi_{tm}|\psi_{nk}\rangle|^2=\langle\phi_{tm}|H|\phi_{tm}\rangle .
\]

A finite mesh repeats the orbital in a large box; here the copies are 30 Å apart and their overlap is negligible. The all-band centre of this projector is therefore an on-site energy, computable without any bands.

For the kinetic part, the momentum distribution of \(\phi_t\) is proportional to \(q^6e^{-t^2q^2}\), volume element included. Integration by parts gives \(\int_0^\infty q^8e^{-t^2q^2}dq=\frac{7}{2t^2}\int_0^\infty q^6e^{-t^2q^2}dq\), so \(\langle q^2\rangle=7/(2t^2)\). Averaging over the five components,

\[
c_{\rm all}(t)=\frac{7\beta}{2t^2}-\frac A5\sum_{\mathbf Rmm'}|\langle p_{\mathbf Rm'}|\phi_{tm}\rangle|^2 .
\]

For \(t=0.5\) Å the kinetic part is \(3.5\times3.810/0.25=53.3\) eV and the attraction removes 43.7 eV, leaving 9.6 eV. The test compares this real-space value with the sum over bands for all three radii.

| \(t\) (Å) | \(N/5\) | centre to 12 eV (eV) | filling | all-band centre (eV) |
|---|---|---|---|---|
| 0.5 | 0.81 | 5.22 | 0.64 | 9.59 |
| 0.6 | 0.92 | 4.89 | 0.69 | 7.34 |
| 0.7 | 0.92 | 4.43 | 0.76 | 8.84 |

The all-band centre is finite, but it is not the centre of the d band. For \(t=0.6\) Å the weight above the window is \(1-0.917=0.083\), and its mean energy is \((7.34-0.917\times4.89)/0.083\approx34\) eV. This small remainder raises the average by about 2.5 eV. It is there because the chosen orbital is not a combination of the low bands alone.

**Guidance.** Examine \(N/5\) in the window. It is the share of the orbital contained in the states of the window; a value well below one says that much of the orbital lies in states above the top. It does not measure how well the orbital describes the band states. A value near its maximum does not settle the choice: 0.6 and 0.7 Å capture the same fraction to two digits, yet their centres differ by 0.46 eV. Keep the orbital fixed across a comparison.

## Why a sphere needs a window

For the sphere the sum over all bands has no limit. By completeness, the total weight is the same whether summed over eigenstates or over plane waves. The \(l=2\) part of a plane wave has magnitude \((4\pi/\sqrt\Omega)\,j_2(qr)|Y_{2m}(\hat{\mathbf q})|\), with \(j_2\) the spherical Bessel function, and \(\sum_m|Y_{2m}|^2=5/4\pi\). One plane wave therefore has weight

\[
\frac{16\pi^2}{\Omega}\,\frac{5}{4\pi}\,I(q)=\frac{20\pi}{\Omega}I(q),\qquad I(q)=\int_0^Rr^2j_2(qr)^2dr .
\]

The average over \(\mathbf k\) and the sum over \(\mathbf G\) together become \(\Omega/(2\pi)^3\int4\pi q^2dq\). Up to a cutoff wave number \(Q\),

\[
N_{\rm all}=\frac{10}{\pi}\int_0^Qq^2I(q)\,dq .
\]

At large \(qr\), \(j_2(qr)^2\approx\sin^2(qr)/(qr)^2\), whose average makes \(I\approx R/2q^2\). To leading order \(N_{\rm all}\approx5QR/\pi\), growing without limit. The reason is that the sphere accepts every radial shape, and each higher band brings new ones.

The first moment contains \(\beta q^2\) in the integrand, hence \(5\beta Q^3R/3\pi\) to leading order. The attraction subtracts \(A\) times the part of the five functions \(p_m\) inside the sphere, plus whatever \(l=2\) part of the neighbours' functions reaches into it; this stays bounded as \(Q\) grows. The ratio tends to \(\beta Q^2/3\), one third of the cutoff energy: a property of the basis, not of the d band.

In the example the total weight is 14.5 and the centre 160 eV. Both the weight and the first moment agree with the trace integrals within the 0.5% allowed by the test. The leading laws give 20.4 and 133 eV, so a 400 eV cutoff is still far from the asymptotic regime, but the divergence already rules out an all-band average.

## Choosing the window top

Move the top from \(U\) to \(U+dU\). Then \(N\) grows by \(\rho(U)dU\) and \(M\) by \(U\rho(U)dU\), so

\[
\frac{dc}{dU}=\frac{U\rho(U)}{N}-\frac{M\rho(U)}{N^2}=\frac{\rho(U)\,(U-c)}{N}.
\]

For the variance, the change of \(c\) inside \((E-c)^2\) contributes nothing, because \(\int(E-c)\rho\,dE=0\). What remains is

\[
\frac{d\mu_2}{dU}=\frac{\rho(U)}{N}\left[(U-c)^2-\mu_2\right].
\]

For the third moment the change of \(c\) does contribute: \(d\mu_3/dU=(\rho(U)/N)[(U-c)^3-\mu_3]-3\mu_2\,dc/dU\). With \(z=(U-c)/\sqrt{\mu_2}\) and skewness \(\gamma\), this gives \(d\gamma/dU=(\rho(U)/N)[z^3-3z-\gamma-\frac32\gamma(z^2-1)]\), while the relative width changes by \((\rho(U)/N)(z^2-1)/2\). At the reference top the bracket is about 4.6 against 2.8 for the width, so the skewness responds most. That holds only while \(\gamma\) is small compared with \(z\): at a top of 40 eV the bracket is about −0.7 against 5.6, and added weight slightly lowers the skewness. The skewness is divided by \(\mu_2^{3/2}\), and for a tail of fixed weight moved ever farther out it saturates, while the centre and the width keep growing. In the table below, from 20 to 40 eV, the width grows by a factor 2.1 and the skewness by 1.6. For the filling, with \(U\) safely above \(E_F\), only the denominator changes: \(df/dU=-f\rho(U)/N\).

At the reference top, \(\rho=0.194\) per eV, and \(0.194\times(12-5.40)/3.18=0.40\). This is the local slope at 12 eV, and a finite difference confirms it in a test. It is not a rate over a range: from 10 to 12 eV the centre moves by 0.39 eV in all, about 0.2 eV per eV. The density at a single energy converges more slowly with the k-mesh than the moments do, so such local slopes hold for the \(10^3\) mesh and indicate a size only; on a \(30^3\) mesh \(\rho\) at 12 eV is 0.160 per eV and the slope 0.33. The filling changes by \(-0.61\times0.194/3.18=-0.04\) per eV.

| top (eV) | centre (eV) | width (eV) | skewness | filling | orbital centre (eV) |
|---|---|---|---|---|---|
| 8 | 4.75 | 1.94 | −0.12 | 0.70 | 4.45 |
| 10 | 5.01 | 2.12 | −0.01 | 0.65 | 4.65 |
| 12 | 5.40 | 2.56 | 0.50 | 0.61 | 4.89 |
| 20 | 6.63 | 4.11 | 1.16 | 0.53 | 5.43 |
| 40 | 9.46 | 8.76 | 1.84 | 0.47 | 5.68 |

The last column is for the orbital with \(t=0.6\) Å; the others are for the sphere. The orbital's centre rises slowly towards its finite limit of 7.34 eV, whereas the sphere's keeps climbing towards the divergence. Even the sign of the skewness depends on the window.

**Guidance.** Plot \(\rho\) and place the top where it is small, since all these derivatives are proportional to \(\rho(U)\). In the example the density is 0.27 per eV at 8 eV, 0.07 at 10 eV and 0.19 at 12 eV. A top near 10 eV would be better than the reference one: on this mesh the slope there is \(0.068\times(10-5.01)/2.99=0.11\). On a \(30^3\) mesh the density at 10 eV is 0.03 per eV and the slope 0.045. On both meshes the minimum itself lies near 10.7 to 10.8 eV, where the density is about 0.01 per eV. If no minimum exists, the d band has no natural upper end, and the centre should be reported with its slope. In a series, decide beforehand whether the window is fixed relative to \(E_F\) or follows the minimum, and keep to it.

## How many empty bands

A window does not help if the states inside it were never computed. With \(N_b\) bands per k-point, every missing state at \(\mathbf k\) lies at or above \(e_{N_bk}\). The list on that mesh is therefore complete below

\[
E_{\rm safe}=\min_k e_{N_bk}.
\]

The minimum is essential: the highest energy in the output says nothing about the k-point at which the list ends earliest. With smearing, the top should lie several \(\sigma\) below \(E_{\rm safe}\), since missing states would have tails reaching down.

For a window top of 20 eV:

| bands | \(E_{\rm safe}\) (eV) | centre (eV) | width (eV) |
|---|---|---|---|
| 6 | 6.1 | 5.06 | 2.17 |
| 8 | 12.3 | 6.24 | 3.59 |
| 10 | 13.9 | 6.63 | 4.11 |
| 15 | 31.6 | 6.63 | 4.11 |

Six bands, one s and five d by naive counting, lower the centre by 1.6 eV without any warning. Ten bands already give the final digits although \(E_{\rm safe}\) is below the window top. The condition is sufficient, not necessary: the eleventh band happens to start above the window, near 21 eV, which could not be known from the ten bands alone. With 30 bands the condition holds with a wide margin, and the test finds the same centre as with all bands.

For a normalised orbital the missing weight is known. Let \(x=1-\sum g\,w/5\) over the computed bands, and let \(S_1=\sum g\,w\,e/5\). The missing states have nonnegative weights and energies of at least \(E_{\rm safe}\), hence

\[
c_{\rm all}\ge S_1+xE_{\rm safe}.
\]

For \(t=0.6\) Å and 30 bands, \(x=0.015\), \(S_1=5.62\) eV and \(E_{\rm safe}=48.7\) eV, so the bound is 6.4 eV. The value itself is 7.34 eV. A missing weight of 1.5% thus carries \(7.34-5.62=1.72\) eV of the first moment. Adding bands until an all-band centre settles is a slow way to obtain a number that does not describe the d band.

**Guidance.** Choose the window first, then raise \(N_b\) until \(E_{\rm safe}\) exceeds its top by several \(\sigma\). For the reference window, eight bands leave a margin of 0.3 eV, only \(1.5\sigma\); ten leave 1.9 eV, about \(9\sigma\).

## Smearing

Smearing replaces each level \(e\) by \(e+\eta\), where \(\eta\) is Gaussian, independent of \(e\), with \(\langle\eta\rangle=\langle\eta^3\rangle=0\) and \(\langle\eta^2\rangle=\sigma^2\). If no window cuts the result, the centre is unchanged. With \(y=e-c\) and \(\langle y\rangle=0\),

\[
\langle(y+\eta)^2\rangle=\mu_2+\sigma^2,\qquad
\langle(y+\eta)^3\rangle=\mu_3+3\langle y\rangle\sigma^2=\mu_3 .
\]

The width grows to \(\sqrt{\mu_2+\sigma^2}\), and the skewness shrinks by \([\mu_2/(\mu_2+\sigma^2)]^{3/2}\). For the lowest twelve bands without a cut, \(\sigma=0.8\) eV turns a width of 5.80 eV into \(\sqrt{5.80^2+0.8^2}=5.85\) eV, as the test finds by quadrature.

A window edge breaks these laws, because levels on both sides leak across it. The Gaussian satisfies \(\partial\rho/\partial(\sigma^2)=\frac12\rho''\). With \(\rho=0\) at the lower edge, integration by parts gives \(\int_L^U(E-c)\rho''dE=(U-c)\rho'(U)-\rho(U)\), and so

\[
\frac{dc}{d(\sigma^2)}=\frac{(U-c)\rho'(U)-\rho(U)}{2N}.
\]

A window ending where \(\rho\) is both small and flat suppresses this error too. In the reference window the centre goes from 5.40 eV at \(\sigma=0.05\) eV to 5.38 eV at 0.4 eV and 5.35 eV at 0.8 eV. The skewness falls from 0.51 to 0.45 and 0.34.

The filling also feels the shift of \(E_F\). Let \(D\) be the total density of states per spin. If the occupations use the same Gaussian smearing, a fixed electron number requires \(D\,dE_F/d(\sigma^2)+\frac12D'=0\) at \(E_F\). Therefore

\[
\frac{dn_d}{d(\sigma^2)}=\frac12\rho'+\rho\frac{dE_F}{d(\sigma^2)}
=\frac12\left[\rho'-\rho\frac{D'}{D}\right]_{E_F}.
\]

The bracket vanishes when the d share \(\rho/D\) is stationary at \(E_F\), since it equals \(D\,(\rho/D)'\). On the \(10^3\) mesh the derivative is 0.025 per eV\(^2\), confirmed by a tested finite difference; being built from slopes at \(E_F\), its value and even its sign depend on the mesh: it is −0.014 on \(8^3\), −0.037 on \(12^3\) and −0.001 on \(30^3\). The effect is small, and the filling stays between 0.609 and 0.613 over the whole range of \(\sigma\).

**Guidance.** Compute moments with small smearing, or directly from the levels, and use a larger \(\sigma\) for plots. With a window cut, a bare level falls wholly inside or wholly outside, so moments taken from bare levels can jump from one k-mesh to the next and need their own mesh check. Smearing does not replace k-points: it smooths the curve, but adds no information about energies between them. If moments without a window cut must be taken from a smeared curve, subtract \(\sigma^2\) from the variance.

## Order of work and what to report

Fix the projector, compute enough bands to see past the d band, and put the window top in a minimum of \(\rho\). Check \(E_{\rm safe}\), then compute the moments with small smearing. Repeat once with a changed radius, once with a moved window top and once with another k-mesh. In this model, moving the top from 10 to 12 eV shifts the centre by 0.39 eV, changing the sphere from 1.00 to 1.50 Å by 0.23 eV, and raising \(\sigma\) from 0.05 to 0.4 eV by 0.03 eV. That ranking belongs to this crystal; the derivatives above supply the one for another.

Report the centre relative to \(E_F\), together with the projector and its radius, both window edges, \(N\), \(\sigma\) and the k-mesh. A difference between two materials that is smaller than the shifts found in these repetitions needs a check that it survives them.

## Numbers as computed

```
a = 3.0 A, s = 0.4 A, A = 52.0 eV, cutoff = 400.0 eV, electrons = 8
hbar^2/2m = 3.8100 eV A^2; lowest band energy = 0.124 eV
Reference: R = 1.25 A, window -10.0 to 12.0 eV, sigma = 0.2 eV, k-mesh 10^3
E_F = 6.167 eV; d weight N = 3.182 states/spin
centre = 5.400 eV; centre - E_F = -0.766 eV
rms width = 2.563 eV; skewness = 0.502; filling = 0.610
k-mesh 8^3: centre 5.376 eV, width 2.536 eV, skew 0.486, filling 0.613
d DOS (1/eV) at E (eV): -2: 0.000, 0: 0.000, 2: 0.429, 4: 0.228, 6: 0.455, 8: 0.267, 10: 0.068, 12: 0.194
Sphere radius (A): N, centre (eV), width (eV), skew, filling
  R=1.00: 2.034, 5.491, 2.585, 0.484, 0.596
  R=1.25: 3.182, 5.400, 2.563, 0.502, 0.610
  R=1.50: 3.958, 5.258, 2.532, 0.534, 0.631
d centre/dR = -0.4685 eV/A; finite difference -0.4685 eV/A
relative growth of weight: below centre 1.369 /A, above 1.066 /A
Orbital radius (A): N/5, centre, width (eV), skew, filling; all-band centre (eV)
  t=0.5: 0.809, 5.221, 2.515, 0.537, 0.637; bands 9.5937, real space 9.5937
  t=0.6: 0.917, 4.888, 2.412, 0.600, 0.688; bands 7.3404, real space 7.3404
  t=0.7: 0.918, 4.428, 2.236, 0.676, 0.758; bands 8.8411, real space 8.8411
Sphere, all bands: N = 14.527 (trace 14.528), centre = 159.59 eV (trace 159.60)
leading growth law 5QR/pi at the cutoff = 20.384
Window top (eV): sphere N, centre, width, skew, filling | orbital t=0.6 centre
  8: 2.791, 4.753, 1.941, -0.123, 0.695 | 4.447
  10: 2.988, 5.010, 2.116, -0.013, 0.649 | 4.647
  12: 3.182, 5.400, 2.563, 0.502, 0.610 | 4.888
  15: 3.424, 5.947, 3.177, 0.784, 0.567 | 5.183
  20: 3.644, 6.632, 4.113, 1.164, 0.532 | 5.432
  40: 4.154, 9.461, 8.760, 1.837, 0.467 | 5.680
d centre/d top at 12 eV = 0.4028; finite difference 0.4028
Bands, window top 20 eV: E_safe (eV), N, centre (eV), width (eV), skew
  6: 6.09, 3.019, 5.064, 2.171, 0.060
  8: 12.31, 3.523, 6.242, 3.585, 1.007
  10: 13.88, 3.644, 6.632, 4.113, 1.164
  15: 31.63, 3.644, 6.632, 4.113, 1.164
  30: 48.67, 3.644, 6.632, 4.113, 1.164
t=0.6, 30 bands: missing weight 0.0153, S1 = 5.623 eV, lower bound 6.365 eV
Smearing (eV): E_F (eV), centre (eV), width (eV), skew, filling
  0.05: 6.162, 5.404, 2.562, 0.514, 0.6089
  0.10: 6.163, 5.409, 2.568, 0.516, 0.6086
  0.20: 6.167, 5.400, 2.563, 0.502, 0.6096
  0.40: 6.163, 5.375, 2.554, 0.454, 0.6121
  0.80: 6.144, 5.354, 2.607, 0.342, 0.6130
12 bands, no cut, sigma 0 -> 0.8: centre 7.6960 -> 7.6960 eV
  width 5.7965 -> 5.8514 eV (law 5.8514); skew 1.5730 -> 1.5291 (law 1.5291)
d n_d/d sigma^2 = 0.02521 /eV^2; finite difference 0.02521 /eV^2
```
